# Finding the Lowest Interface Registry: Translation Maps Followed by Full Relaxation

## Definitions and conventions

Two crystals meet on a plane whose normal is $z$. The lower one is held in place. The upper one may be shifted rigidly by an in-plane vector $\mathbf T=(t_x,t_y)$, called the registry, and along $z$. The height of its first atomic layer above the last layer of the lower crystal is the separation $d$. All other atomic displacements are collected in $\mathbf u$, with $\mathbf u=0$ for rigid crystals. The in-plane cell, of area $A$, and the number of atoms $N$ are fixed, and the temperature is zero until stated otherwise.

The interface energy per area is $\gamma(\mathbf T,d,\mathbf u)$, and the quantity wanted is its minimum over all arguments. Two intermediate functions are useful:

$$\gamma^*(\mathbf T)=\min_d\gamma(\mathbf T,d,0),\qquad \Gamma(\mathbf T)=\min_{d,\mathbf u}\gamma(\mathbf T,d,\mathbf u).$$

Since $\mathbf u=0$ is one of the choices allowed in the second minimum, $\Gamma(\mathbf T)\le\gamma^*(\mathbf T)$.

The example is the $\Sigma5$ (210)[001] symmetric tilt boundary of bcc tungsten, with $x$ along $[1\bar20]$ and $y$ along the tilt axis [001]. The energy is that of the Finnis–Sinclair potential,

$$E=\sum_i\Big[\tfrac12\sum_{j\ne i}V(r_{ij})-B\sqrt{\rho_i}\Big],\qquad \rho_i=\sum_{j\neq i}\phi(r_{ij}),$$

where $V$ and $\phi$ have finite range and periodic images count as neighbours. The procedure is the same when a density-functional calculation supplies energies and forces.

The naive scheme is to build one plausible registry, relax until the forces vanish, and report the energy. It can fail in two ways: the relaxation may stop at a saddle, or it may end in a metastable registry. The scheme below guards against both.

## An energy free of the outer surfaces

A slab model of the interface also has two outer surfaces. Let their energy be $\sigma$ each, and let $\varepsilon$ be the bulk energy per atom. Then

$$E=N\varepsilon+2\sigma A+\gamma A.$$

The isolated, unrelaxed slabs have four equivalent surfaces between them, so $E_{\rm up}+E_{\rm low}=N\varepsilon+4\sigma A$. Half of this relation gives $2\sigma A=\tfrac12(E_{\rm up}+E_{\rm low}-N\varepsilon)$, and substitution yields

$$\gamma=\frac1A\Big[E-\tfrac12(E_{\rm up}+E_{\rm low})-\tfrac12N\varepsilon\Big].$$

A perfect crystal has $E=N\varepsilon+2\sigma A$, and the formula then gives zero, as it must.

The cancellation requires that the outer surfaces do not change during relaxation. The outer layers of each grain are therefore kept as a rigid block thicker than twice the interaction range. The factor of two arises because an atom near the surface feels its neighbours' positions, and those neighbours must also stay fixed. The upper block can still translate as a whole. With 46 atoms, one per layer, each grain has 23 layers, of which 10 are mobile and 13 rigid. The free coordinates number $3+3\times20=63$. In a density-functional calculation the interaction has no strict cutoff, so the cancellation is approximate and must be checked by thickening the slabs.

For rigid grains write $E=E_{\rm up}+E_{\rm low}+X$. Then

$$\gamma(\mathbf T,d,0)=2\sigma+\frac{X(\mathbf T,d)}A,$$

$$X=\sum_{i\in{\rm low}}\sum_{j\in{\rm up}}V(r_{ij})-B\sum_i\Big[\sqrt{\rho_i^0+\rho_i^\times}-\sqrt{\rho_i^0}\Big].$$

Here $\rho_i^0$ comes from an atom's own grain and $\rho_i^\times$ from the other. Registry enters through $X$ alone. As $d\to\infty$, $X\to0$ and $\gamma\to2\sigma$, so no point of $\gamma^*$ can lie above $2\sigma$. Here $2\sigma=2\times2.973=5.946$ J/m², and the highest node of the map is at 5.291 J/m².

For two different materials, $2\sigma$ is replaced by $\sigma_1+\sigma_2$. This is still independent of $\mathbf T$, so registries at fixed composition and cell can be ranked by $E/A$ without any reference energy.

## Which translations are different

Shifting the upper crystal by one of its own in-plane lattice vectors changes nothing. Shifting it by a lattice vector of the lower crystal is, apart from a common displacement, the opposite shift of the lower crystal by its own lattice vector, which also changes nothing. The distinct translations therefore fill one cell of the lattice generated by both sets of vectors. In this boundary the two in-plane lattices coincide, and the cell measures $L_x\times L_y=0.7078\times0.3165$ nm.

Symmetry reduces it further. Reflection in the boundary plane exchanges the grains. The shifted grain becomes the lower one, and removing the common displacement leaves the new upper grain shifted by $-\mathbf T$. Hence $\gamma^*(\mathbf T)=\gamma^*(-\mathbf T)$. The mirror normal to the tilt axis gives $\gamma^*(t_x,t_y)=\gamma^*(t_x,-t_y)$. One quarter of the cell is enough. A boundary between different materials lacks the first symmetry.

The number of atoms at the boundary is a further variable. Here each layer holds one atom per cell, so removing the first layer of the upper grain leaves the same half-crystal displaced by a lattice vector. Whole-layer removals are thus already in the map once $d$ is free. Partly filled layers in larger cells are not.

## Why the separation must be relaxed at each registry

A cheaper map would keep $d$ fixed. To see what this does, vary one component $t$ of $\mathbf T$. The optimal separation $d^*(t)$ satisfies $\gamma_d(t,d^*)=0$, where subscripts denote partial derivatives. The chain rule gives

$$\frac{d\gamma^*}{dt}=\gamma_t+\gamma_d\frac{dd^*}{dt}=\gamma_t,$$

so the lateral slope needs no derivative of $d^*$. Differentiating the condition $\gamma_d=0$ along the path gives $\gamma_{dt}+\gamma_{dd}\,dd^*/dt=0$, and therefore

$$\frac{d^2\gamma^*}{dt^2}=\gamma_{tt}+\gamma_{td}\frac{dd^*}{dt}=\gamma_{tt}-\frac{\gamma_{td}^2}{\gamma_{dd}}.$$

At a minimum in $d$ with $\gamma_{dd}>0$, the correction can only lower the curvature. A registry that looks stable at fixed separation may lose that stability when the separation is free to adjust.

At the general point $\mathbf T=(0.110,0.070)$ nm, the curvature along $x$ is 181.5 J/m² per nm² at fixed $d$. It is 15.8 in the same unit when $d$ follows, both by direct differences of $\gamma^*$ and by the formula. Most of the apparent stiffness there is the cost of holding the separation fixed.

The whole map shows the same effect. With $d$ relaxed, $\gamma^*$ runs from 2.387 to 5.291 J/m², a range of 2.90 J/m². With $d$ held at 0.1089 nm, the optimum of the lowest node, the maximum is 58.9 J/m². That separation is the smallest optimum on the map, where the optima reach 0.2611 nm, so the other registries are compressed. Both maps happen to have three grid minima, so in this case the fixed separation distorts the energies but not the count.

The minimum over $d$ should be found by a scan and then refined, because a local search could stop in the wrong well if there were two. No node showed a second well within the scanned range, $-0.03$ to 0.34 nm in steps of 0.01 nm.

## Why the map is not the answer

The map has $40\times18$ nodes, about 0.018 nm apart in each direction. Its three grid minima, refined in $\mathbf T$ and $d$ together, reduce to two by symmetry:

- Registry 1: $\mathbf T=(0.3539,0)$ nm, $\gamma^*=2.387$ J/m².
- Registry 2: $\mathbf T=(0.1303,0.1583)$ nm, $\gamma^*=3.904$ J/m².

Full relaxation lowers them by different amounts $\Delta_1$ and $\Delta_2$. The relaxed difference is

$$(\gamma_2^*-\Delta_2)-(\gamma_1^*-\Delta_1)=(\gamma_2^*-\gamma_1^*)-(\Delta_2-\Delta_1),$$

so the order reverses when $\Delta_2-\Delta_1$ exceeds the rigid difference. The map alone cannot exclude this, which is why several minima have to be relaxed.

The final energies are 1.979 and 2.572 J/m². Thus $\Delta_1=0.408$ and $\Delta_2=1.332$ J/m². The rigid difference of 1.517 J/m² shrinks by 0.924 to 0.593 J/m². The order survives here, although 61% of the rigid difference has gone. Relaxing the lowest map minimum alone would have found the same lowest state, provided that the relaxation escaped the trap described next.

## Why vanishing forces are not enough

Let $\mathbf q$ hold the block translation and all free displacements. Suppose a symmetry acts as $\mathbf q\to R\mathbf q+\mathbf c$, with $R$ orthogonal, and leaves the energy unchanged. Differentiating $E(R\mathbf q+\mathbf c)=E(\mathbf q)$ gives

$$R^{\mathsf T}\,\nabla E(R\mathbf q+\mathbf c)=\nabla E(\mathbf q).$$

At a symmetric configuration, $R\mathbf q+\mathbf c=\mathbf q$, so the gradient $\mathbf g$ obeys $R^{\mathsf T}\mathbf g=\mathbf g$, or $\mathbf g=R\mathbf g$. It therefore lies wholly within the space of displacements that preserve the symmetry. Apart from rounding errors, a gradient-based relaxation started there stays symmetric, and it can converge to a saddle.

Registry 1 lies at $t_x=L_x/2$, which is equivalent to $-t_x$. Relaxed as it stands, it reaches 2.045 J/m² with converged forces, but the lowest eigenvalue of its Hessian $H$ (the matrix of second derivatives of $E$) is $-239$ eV/nm². After a small random displacement of all coordinates it relaxes to 1.979 J/m². The saddle is 0.066 J/m², or 3.3%, above the final state.

Registry 2 fails differently. With or without the random displacement it ends at 2.572 J/m², and its lowest curvature is positive, 4.36 eV/nm². It is a genuine local minimum, 30% above the lowest state found. No local test of forces or curvature can reveal that; comparison with another start can. The two remedies therefore address separate errors: the curvature test removes saddles, and the set of starts exposes metastable registries.

The translation of the upper block must be free in these runs. If $\mathbf T$ were held at its map value, relaxation would give at best $\Gamma$ at that registry, and could stop higher in a local minimum over $\mathbf u$. Even the correct value there need not be a minimum of $\Gamma$.

## When to stop

Near a minimum, with $\mathbf x$ the displacement from it, $E-E_{\min}=\tfrac12\mathbf x^{\mathsf T}H\mathbf x$ to leading order, and $\mathbf g=H\mathbf x$. Eliminating $\mathbf x=H^{-1}\mathbf g$ and expanding in the eigenvectors of $H$, with eigenvalues $\lambda_k$, gives

$$E-E_{\min}=\tfrac12\mathbf g^{\mathsf T}H^{-1}\mathbf g=\sum_k\frac{g_k^2}{2\lambda_k}\le\frac{|\mathbf g|^2}{2\lambda_{\min}}.$$

For a small random displacement from the best state, the actual excess was 89.98 µeV and the quadratic form gave 90.00 µeV.

With 10 mobile layers per grain, the best state has $\lambda_{\min}=33.94$ eV/nm². If each of the 63 gradient components is at most 0.1 eV/nm, the remaining energy is at most

$$\frac{63\times(0.1)^2}{2\times33.94}=0.0093\ \text{eV per cell}.$$

Division by $A=0.2240$ nm² and use of 1 eV/nm² = 0.1602 J/m² gives 0.0066 J/m². For the softer second state the same formula gives $33.94/4.36=7.8$ times as much, about 0.05 J/m². That figure is only formal, because it corresponds to a displacement of about 0.18 nm, well outside the range where the quadratic form holds. The bound also depends on the slab. With 20 mobile layers per grain there are 123 gradient components and $\lambda_{\min}$ of the best state falls to 13.93 eV/nm², so the same tolerance gives 0.032 J/m². The eigenvalues also depend on the coordinates. Those quoted here measure the displacements in the upper grain relative to the block, so the gradient along the translation is the total force on the upper grain. If displacements are measured from fixed positions instead, the gradient components are the forces on the mobile atoms and on the rigid block. With 10 mobile layers $\lambda_{\min}$ is then 8.44 eV/nm² for the best state and 0.63 eV/nm² for the second, and the bound for the best state becomes 0.027 J/m². A force tolerance therefore has to be judged against the softest mode of the model and coordinates actually used and the energy difference to be resolved. The estimate fails at a saddle, where $H$ is not positive.

## Recognising the same structure twice

Relaxed states cannot be told apart by $\mathbf T$ alone. Let $\mathbf v=(v_x,v_y,v_z)$ be the lattice vector from one layer of the lower grain to the next layer up. In the mirrored upper grain it is $\mathbf v'=(-v_x,-v_y,v_z)$. If the first upper layer joins the lower grain, the last lower site moves by $\mathbf v$ and the first upper site by $\mathbf v'$. The relative translation becomes

$$\mathbf T'=\mathbf T+\mathbf v'-\mathbf v=\mathbf T-(2v_x,2v_y,0).$$

With $\mathbf v=\tfrac a2[1\bar11]$ and lattice constant $a$, projection on the axes gives $v_x=3a/(2\sqrt5)$ and $v_y=a/2$. Since $L_x=\sqrt5\,a$ and $L_y=a$, we have $2v_x=\tfrac35L_x$ and $2v_y=L_y$. One such step shifts the label by $-\tfrac35L_x$. Two steps and one full period shift it by $-\tfrac65L_x+L_x=-\tfrac15L_x$. The relaxed function $\Gamma$, with the boundary free to move, thus has period $L_x/5=0.1416$ nm in a thick bicrystal. The rigid map keeps the period 0.7078 nm, because rigid grains cannot hand over a layer.

Moving the boundary of the best state by one layer and relaxing again changed the label by 0.2833 nm, two short periods within 0.0002 nm. The energy was 1.9792 instead of 1.9793 J/m². Duplicates are therefore identified by energy, by expansion (the displacement of the upper block along $z$ relative to a perfect crystal with the same number of layers), and by $\mathbf T$ reduced by the short period and the mirror symmetries.

## The resulting scheme

1. Map $\gamma^*(\mathbf T)$ over the irreducible translations, scanning $d$ at each node.
2. Refine every grid minimum in $\mathbf T$ and $d$, and merge symmetry copies.
3. Relax several of them with the upper block free, after a small random displacement.
4. Compute the lowest curvature. If it is negative, displace along that mode and relax again.
5. Merge equivalent relaxed states and compare energies.
6. Relax from registries away from the map minima. If one ends lower, enlarge the set of starts.

Ten starts of the last kind ended between 1.979 and 2.572 J/m², and all the runs begun with a random displacement gave two distinct minima. These two are not the only minima: 446 starts from random registries also reached a third one at 3.61 J/m², in 10 runs, and none ended below about 1.98 J/m². This supports the lowest state as the best in this cell, but does not prove it to be the global minimum.

## What the number means for tungsten

Tungsten is used in chip contacts. The potential gives a lattice constant of 0.3165 nm and a bulk modulus of 310 GPa, close to the real metal; such bulk properties entered its fit, so they do not validate its boundary energies. Its unrelaxed surface energy, 2.97 J/m², is of the right order for a metal like tungsten, which is only a rough check. The error of the boundary energy against a first-principles calculation is not determined here. Adding the Ackland–Thetford short-range correction gives 2.000 and 2.622 J/m², which raises the two states by 1.0% and 1.9% and keeps their order. Real contacts also break the assumption of clean grains. If one impurity per cell gained a round 1 eV by moving from the grain to the boundary, $\gamma$ would fall by $0.1602/0.2240=0.72$ J/m², more than the difference between the two states. If this gain were available only in the second registry, the order would reverse. The ranking is therefore one for clean boundaries.

Temperature matters less here. For classical harmonic vibrations the partition function is proportional to $(\det H)^{-1/2}$, so the free energies differ by

$$\Delta f_{\rm vib}=\frac{k_{\rm B}T_{\rm abs}}{2A}\ln\frac{\det H_2}{\det H_1}.$$

At $T_{\rm abs}=700$ K, a rough processing temperature, this is $-0.105$ J/m². It favours the second state but leaves it about 0.5 J/m² higher. The estimate includes only vibrations with the period of the small cell, and it depends on that choice: with both in-plane periods doubled it shrinks to $-0.049$ J/m², with both tripled to $-0.039$ J/m², and for $4\times8$ and $6\times12$ repeats of the cell to $-0.033$ and $-0.032$ J/m². It is also rough, because the softest mode of the second state would have a thermal amplitude of $\sqrt{0.0603/4.36}=0.12$ nm, too large for the harmonic form to be reliable. The conclusion is not sensitive to this: changing the range open to one coordinate by a factor $e$ changes the free energy by only $k_{\rm B}T_{\rm abs}/A=0.04$ J/m².

On a 10 nm by 10 nm facet, the zero-temperature difference amounts to 370 eV, against $k_{\rm B}T_{\rm abs}=0.060$ eV. In equilibrium a whole facet would not adopt the second registry within this model. That says nothing about how long such a facet would last once formed, since no barrier has been calculated.

Using 15 mobile layers per grain instead of 10 changed the best energy by $-0.00015$ J/m². Doubling the period along the tilt axis, with a random displacement, changed it by less than 0.00001 J/m². The second result shows stability against small distortions of that period; it is not a search for larger reconstructions. With the period doubled along $x$ the second state is still a local minimum, and in three runs a random displacement of about 0.01 nm per coordinate relaxed back to it. Escape by displacements of that size is nevertheless possible: with the period doubled along the tilt axis, one of four such runs fell from the second state to 1.980 J/m². The numerical output of the scheme follows.

## Table of computed values

```
lattice constant 0.31652 nm; minimum found 0.31652 nm
bulk energy -8.9000 eV/atom; bulk modulus 310.4 GPa
cell 0.7078 x 0.3165 nm; layer spacing 0.0708 nm
atoms 46, free coordinates 63
unrelaxed surface energy 2.9732 J/m2
test point T = (0.110, 0.070) nm, d* = 0.2153 nm
slope: total -7.486, partial -7.486 J/m2/nm
curvature fixed d 181.5, relaxed d 15.8 J/m2/nm2
curvature from reduction formula 15.8 J/m2/nm2
map 40 x 18 nodes: lowest 2.3872, highest 5.2905 J/m2
optimal separation over map 0.1089 to 0.2611 nm
nodes with more than one minimum in separation: 0
map at fixed d = 0.1089 nm: highest 58.94 J/m2
grid minima: relaxed d 3, fixed d 3
minima distinct by symmetry after refinement: 2
min 1: T = (0.3539, 0.0000) nm, expansion 0.0382 nm, rigid 2.3872 J/m2
  relaxed: no kick 2.0450 (lowest curvature -239.32 eV/nm2), kick 1.9793 J/m2
min 2: T = (0.1303, 0.1583) nm, expansion 0.0994 nm, rigid 3.9043 J/m2
  relaxed: no kick 2.5723 (lowest curvature 4.36 eV/nm2), kick 2.5723 J/m2
lowest from map minima 1.9793 J/m2
lowest from 10 audit starts 1.9793, highest 2.5723 J/m2
penalty of relaxing only the lowest map minimum 0.0000 J/m2
distinct relaxed states found: 2
state 1: 1.9793 J/m2, reduced T = (0.0512, 0.0000) nm, expansion 0.0266 nm
state 2: 2.5723 J/m2, reduced T = (0.0246, 0.1583) nm, expansion 0.0397 nm
boundary moved one layer: label shift 0.2833 nm, energy 1.9792 J/m2
translation period: rigid 0.7078 nm, relaxed 0.1416 nm
residual energy: actual 89.98, from forces 90.00 micro-eV
lowest curvature of best state 33.94 eV/nm2
error bound at 0.1 eV/nm per coordinate 0.0066 J/m2
second minus best: energy 0.5930 J/m2
second minus best: vibrational free energy at 700 K -0.1051 J/m2
10 nm x 10 nm facet: difference 370.12 eV; kT 0.0603 eV
change with 15 instead of 10 mobile layers per grain -0.00015 J/m2
change with doubled period along tilt axis -0.00000 J/m2
state 1 with short-range correction 1.9998 J/m2
state 2 with short-range correction 2.6215 J/m2
```
